\section*{Reciprocal-Conjugate Bloch Factors and Tunnelling Mass in Layered Hamiltonians}

\section*{Setting}

An electron in a gate stack meets an insulating film at an energy inside the film's gap. Its wave there is a combination of Bloch waves with complex wavevector, joined at defective roots (part (c)) by solutions with polynomial prefactors. This problem finds how these waves are related, which of them carry current, and what mass describes their decay.

Treat the film as part of an infinite periodic stack, with no electric field across it, at a fixed in-plane wavevector $\mathbf k_\parallel$. Cut it into identical layers of period $d$ with $m$ localized orbitals each, thick enough that only adjacent layers couple. Let $\psi_n$ be the column of $m$ amplitudes in layer $n$. The Hamiltonian and overlap blocks within a layer are $H_0=H_0^\dagger$ and $S_0=S_0^\dagger$; those from row $n$ to column $n+1$ are $H_1$ and $S_1$. Hermiticity makes the blocks from row $n+1$ to column $n$ equal to $H_1^\dagger$ and $S_1^\dagger$. The energy $E$ is real unless stated otherwise.

\section*{(a) The quadratic eigenvalue equation}

\textit{Find the equation for waves $\psi_n=\lambda^n\varphi$ and count the Bloch factors $\lambda$.}

\textbf{Solution.} Define $A=H_0-ES_0$ and $B=H_1-ES_1$. Since $E$ is real, $A=A^\dagger$ and $H_1^\dagger-ES_1^\dagger=B^\dagger$. Row $n$ of the Schr\"odinger equation is
\begin{equation}
B^\dagger\psi_{n-1}+A\psi_n+B\psi_{n+1}=0 .
\end{equation}
Inserting $\psi_n=\lambda^n\varphi$ and dividing by $\lambda^{n-1}$ gives
\begin{equation}
Q(\lambda)\varphi=0,\qquad Q(\lambda)=\lambda^2B+\lambda A+B^\dagger .
\end{equation}
A nonzero $\varphi$ exists when $P(\lambda)=\det Q(\lambda)$ vanishes. Assume that $P$ is not identically zero. Its degree is at most $2m$, and the coefficient of $\lambda^{2m}$ is $\det B$. If $B$ is singular the degree is lower, and each missing root is counted as a root at infinity. This is natural in the variable $\nu=1/\lambda$, because
\begin{equation}
\nu^{2m}P(1/\nu)=\det(B+\nu A+\nu^2B^\dagger)
\end{equation}
then has a zero at $\nu=0$ of order equal to the missing degree. With this convention there are $2m$ factors.

For numerical work, the vector $(\varphi,\lambda\varphi)$ turns the problem into a linear one of twice the size:
\begin{equation}
\begin{pmatrix}0&I\\-B^\dagger&-A\end{pmatrix}
\begin{pmatrix}\varphi\\ \lambda\varphi\end{pmatrix}
=\lambda\begin{pmatrix}I&0\\0&B\end{pmatrix}
\begin{pmatrix}\varphi\\ \lambda\varphi\end{pmatrix}.
\end{equation}
The first row is an identity and the second is $Q(\lambda)\varphi=0$. No inverse of $B$ is needed.

\section*{(b) The adjoint equation}

\textit{Suppose $\lambda\neq0$ is a Bloch factor. Use the adjoint of $Q(\lambda)$ to find another one, and compare the numbers of independent vectors.}

\textbf{Solution.} Taking the adjoint conjugates the scalars and exchanges $B$ with $B^\dagger$:
\begin{align}
Q(\lambda)^\dagger&=\lambda^{*2}B^\dagger+\lambda^*A+B\notag\\
&=\lambda^{*2}\left[\frac{B}{\lambda^{*2}}+\frac{A}{\lambda^*}+B^\dagger\right]
=\lambda^{*2}\,Q(1/\lambda^*) .
\label{adj}
\end{align}
A square matrix and its adjoint have the same rank, hence kernels of the same dimension. The prefactor is nonzero, so
\begin{equation}
\dim\ker Q(1/\lambda^*)=\dim\ker Q(\lambda)^\dagger=\dim\ker Q(\lambda).
\end{equation}
Thus $1/\lambda^*$ is also a Bloch factor, with the same number of independent vectors (geometric multiplicity). Writing $\lambda=re^{i\alpha}$ gives $1/\lambda^*=r^{-1}e^{i\alpha}$: the partner has the same phase and the inverse modulus. A wave decaying to the right is paired with one growing at the same rate and with the same phase advance per layer.

The vectors themselves generally differ. If $Q(1/\lambda^*)\chi=0$, then (\ref{adj}) gives $Q(\lambda)^\dagger\chi=0$, or $\chi^\dagger Q(\lambda)=0$. The right null vector at the partner is the left null vector at $\lambda$. Part (e) uses this.

\section*{(c) Repeated roots, zero and infinity}

\textit{Show that the pairing respects the order of each root of $P$, and include singular $B$.}

\textbf{Solution.} The determinant of (\ref{adj}) is $P(\lambda)^*=\lambda^{*2m}P(1/\lambda^*)$, since a scalar multiplying an $m\times m$ matrix enters its determinant to the power $m$. Conjugation gives
\begin{equation}
P(\lambda)=\lambda^{2m}\,[P(1/\lambda^*)]^* .
\label{selfinv}
\end{equation}
Let $P(\lambda)=(\lambda-\lambda_0)^rg(\lambda)$ with $\lambda_0\ne0$ and $g(\lambda_0)\neq0$. Equation (\ref{selfinv}) becomes
\begin{align}
P(\lambda)&=\lambda^{2m}\left(\frac1\lambda-\lambda_0^*\right)^r[g(1/\lambda^*)]^*\notag\\
&=\lambda^{2m-r}(-\lambda_0^*)^r\left(\lambda-\frac1{\lambda_0^*}\right)^r[g(1/\lambda^*)]^* .
\end{align}
At $\lambda=1/\lambda_0^*$ the last bracket is $g(\lambda_0)^*\ne0$, so the partner is a root of the same order $r$.

For roots at zero, write $P=\sum_jp_j\lambda^j$. Comparing powers in (\ref{selfinv}) gives $p_{2m-j}=p_j^*$. If the lowest $s$ coefficients vanish, so do the highest $s$: a zero of order $s$ is matched by $s$ roots at infinity. Their vectors span $\ker B^\dagger$ and $\ker B$, which have equal dimension. This completes the result: \emph{for a Hermitian layered Hamiltonian at real energy, with $P\not\equiv0$, the $2m$ Bloch factors are invariant under $\lambda\to1/\lambda^*$, with equal algebraic and geometric multiplicities.}

The two kinds of multiplicity may differ from each other. Take, in arbitrary energy units,
\begin{equation}
B=i\begin{pmatrix}1&0\\5&1\end{pmatrix},\qquad
A=\begin{pmatrix}33/4&5\\5&33/4\end{pmatrix}.
\end{equation}
With $s=\lambda^2-1$, both diagonal elements of $Q$ are $i(s-\tfrac{33}{4}i\lambda)$, and the off-diagonal ones are $5(\lambda-i)$ and $5i\lambda(\lambda-i)$. Since $(\lambda-i)^2=s-2i\lambda$,
\begin{align}
P&=-\left(s-\tfrac{33}{4}i\lambda\right)^2-25i\lambda(s-2i\lambda)\notag\\
&=-s^2-\tfrac{17}{2}i\lambda s+\tfrac{289}{16}\lambda^2
=-\left(s+\tfrac{17}{4}i\lambda\right)^2\notag\\
&=-(\lambda+i/4)^2(\lambda+4i)^2 .
\end{align}
Both roots are double, yet the element $5(\lambda-i)$ is nonzero at each, so each has one null vector. They are partners, as $1/(-i/4)^*=-4i$.

\section*{(d) What the pairing does not say}

\textit{Consider $|\lambda|=1$, time reversal, complex energy and a flat band.}

\textbf{Solution.} If $|\lambda|=1$, then $1/\lambda^*=\lambda$. A propagating wave is its own partner, and the theorem does not relate $k$ to $-k$.

A pairing of $\lambda$ with $1/\lambda$ needs more symmetry. For spinless electrons with time reversal and real orbitals, the blocks at $-\mathbf k_\parallel$ are the conjugates of those at $\mathbf k_\parallel$. Conjugating $Q(\lambda)\varphi=0$ shows that $\lambda^*$ is a factor at $-\mathbf k_\parallel$; its partner there is $1/\lambda$. The two wavevectors coincide at $\mathbf k_\parallel=0$, for example, but not in general.

For complex $E$, the adjoint of $H_0-ES_0$ is $H_0-E^*S_0$, and the coupling blocks change likewise. Equation (\ref{adj}) becomes $Q_E(\lambda)^\dagger=\lambda^{*2}Q_{E^*}(1/\lambda^*)$. The partner belongs to the energy $E^*$. An absorbing potential or a finite lifetime therefore removes, in general, the pairing at a single energy. It can survive in special cases, such as a purely imaginary $E$ in the model of part (g), where only $E^2$ enters.

Finally, $P$ can vanish identically. With $H_0=\bigl(\begin{smallmatrix}0&2\\2&0\end{smallmatrix}\bigr)$, all elements of $H_1$ equal to 1, an orthonormal basis and $E=-2$, every element of $Q$ is $(\lambda+1)^2$, so $P=0$ for all $\lambda$. The vector $(1,-1)$ confined to one layer is an eigenstate: a flat band lies at this energy, and there is no finite set of factors to count.

\section*{(e) Which evanescent waves carry current?}

\textit{Take an orthonormal basis. Find the current of one evanescent wave and of a pair.}

\textbf{Solution.} Now $S_0=I$ and $S_1=0$, so $B=H_1$. From $i\hbar\dot\psi_n=H_1^\dagger\psi_{n-1}+H_0\psi_n+H_1\psi_{n+1}$,
\begin{equation}
\frac{d}{dt}\psi_n^\dagger\psi_n=\frac2\hbar\,\mathrm{Im}\left[\psi_n^\dagger H_1^\dagger\psi_{n-1}+\psi_n^\dagger H_1\psi_{n+1}\right];
\end{equation}
the $H_0$ term is real and drops out. The right side equals $J_{n-1}-J_n$, where the number current from layer $n$ to $n+1$ is
\begin{equation}
J_n=-\frac2\hbar\,\mathrm{Im}(\psi_n^\dagger H_1\psi_{n+1}).
\end{equation}
At real energy the density is constant in time, so $J_n$ does not depend on $n$. For a single wave $J_n\propto|\lambda|^{2n}$. If $|\lambda|\ne1$ this is constant only when it is zero: one evanescent wave carries no current.

In a superposition, the interference of waves $\lambda_a$ and $\lambda_b$ contributes a term proportional to $\mathrm{Im}[c\,(\lambda_a^*\lambda_b)^n]$. The phase of $c$ can be chosen freely through the amplitudes, so constancy requires $c=0$ or $\lambda_a^*\lambda_b=1$. Between two Bloch waves, interference current thus flows only if they are partners.

For $\psi_n=a\lambda^n\varphi+b\mu^n\chi$ with $\mu=1/\lambda^*$ and $|\lambda|\neq1$, we have $\lambda^*\mu=\mu^*\lambda=1$, and the cross terms give
\begin{align}
J&=-\frac2\hbar\,\mathrm{Im}\left[a^*b\,\mu\,\varphi^\dagger H_1\chi+b^*a\,\lambda\,\chi^\dagger H_1\varphi\right]\notag\\
&=-\frac2\hbar\,\mathrm{Im}(a^*b\,W),\qquad
W=\varphi^\dagger\left(\mu H_1-\frac{H_1^\dagger}{\mu}\right)\chi .
\label{pair}
\end{align}
The second term was replaced by minus its conjugate, which has the same imaginary part, and $\lambda^*=1/\mu$ was used.

Can $W$ vanish? Let $R(z)=Q(z)/z$. Then $zR'(z)=zH_1-H_1^\dagger/z$, so $W=\mu\,\varphi^\dagger R'(\mu)\chi$. By part (b), $\varphi^\dagger$ is the left null vector of $R(\mu)$. The derivative of a determinant is $(\det R)'=\mathrm{tr}(\mathrm{adj}R\;R')$, where $\mathrm{adj}R$ is the adjugate. At a simple root this is nonzero, so $\mathrm{adj}R\neq0$ and $R$ has rank $m-1$. From $R\,\mathrm{adj}R=\mathrm{adj}R\,R=0$ it follows that $\mathrm{adj}R=c\,\chi\varphi^\dagger$ with $c\ne0$. Hence $(\det R)'=c\,\varphi^\dagger R'\chi$, and $W\neq0$ for a simple root.

For simple roots, tunnelling current therefore requires the growing partner as well as the decaying wave, with $a^*bW$ not real. At a repeated root with one null vector, such as those of part (c), $(\det R)'=0$ while $c\neq0$, so $W=0$ and the Bloch pair carries nothing. The current then comes from the interference of $\lambda^n\varphi$ with the growing solution $n\mu^{n-1}\chi+\mu^n\chi_1$, where $Q(\mu)\chi_1=-Q'(\mu)\chi$. In a semi-infinite barrier boundedness sets every growing amplitude to zero, and the evanescent waves transmit nothing.

\section*{(f) Counting outgoing waves}

\textit{How many waves decay or move to the right?}

\textbf{Solution.} For $\lambda=e^{ikd}$ and normalized $\varphi$, differentiate $H(k)=H_0+H_1e^{ikd}+H_1^\dagger e^{-ikd}$ by the Hellmann--Feynman theorem:
\begin{equation}
\frac{dE}{dk}=-2d\,\mathrm{Im}(e^{ikd}\varphi^\dagger H_1\varphi)=\hbar d\,J .
\end{equation}
The current is the group velocity divided by $d$. Suppose that every band reaching $E$ has nonzero slope there and that no two bands meet at $E$. Each band is continuous and periodic in $k$, so it crosses $E$ upward as often as downward. With $N$ right movers there are $N$ left movers, all simple roots. The other $2m-2N$ factors form pairs with one member inside the unit circle. The number decaying to the right plus the number moving to the right is $(m-N)+N=m$, which is the number of outgoing waves used in matching at an interface.

\section*{(g) A two-orbital insulator}

\textit{Let}
\begin{equation}
H_0=\begin{pmatrix}\Delta&t_1\\t_1^*&-\Delta\end{pmatrix},\quad
H_1=\begin{pmatrix}0&0\\t_2&0\end{pmatrix},\quad t_1=|t_1|e^{i\theta},\ t_2>0 .
\end{equation}
\textit{Find the factors in the gap.}

\textbf{Solution.} The phase $\theta$ can represent a net lateral shift $\mathbf s$ per period along a single bond path, $\theta=\mathbf k_\parallel\cdot\mathbf s$. It only shifts $k$, so in this model the decay rate does not depend on $\mathbf k_\parallel$; in a film with in-plane dispersion it does. The determinant is
\begin{align}
\frac{P}{\lambda^2}&=(\Delta-E)(-\Delta-E)-\left(t_1+\frac{t_2}{\lambda}\right)(t_1^*+\lambda t_2)\notag\\
&=E^2-\Delta^2-|t_1|^2-t_2^2-|t_1|t_2\left(z+\frac1z\right),\quad z=\lambda e^{i\theta}.
\end{align}
$P$ has a factor $\lambda$ and degree 3, so the four factors are zero, infinity and one finite pair.

On the unit circle $z=e^{iq}$ with $q=kd+\theta$, and
\begin{equation}
E^2=\Delta^2+|t_1|^2+t_2^2+2|t_1|t_2\cos q .
\label{band}
\end{equation}
The smallest $E^2$ occurs at $q=\pi$. The band edges are $E_c=-E_v=E_g/2$, with $E_g=2\sqrt{\Delta^2+(|t_1|-t_2)^2}$. For general $z$ the condition $P=0$ reads
\begin{equation}
z+\frac1z+2=\frac{E^2-E_g^2/4}{|t_1|t_2}.
\end{equation}
In the gap the right side is negative, so $z$ is real and negative. Put $z=-e^{\mp\kappa d}$ with $\kappa>0$; the left side is $2-2\cosh\kappa d=-4\sinh^2(\kappa d/2)$, and
\begin{equation}
\lambda=-e^{-i\theta}e^{\mp\kappa d},\qquad
4\sinh^2\frac{\kappa d}{2}=\frac{E_g^2/4-E^2}{|t_1|t_2}.
\label{kappa}
\end{equation}
The two signs are reciprocal-conjugate partners. They are plain reciprocals only if $e^{2i\theta}=1$.

Take the round values $\Delta=3$ eV, $|t_1|=t_2=2$ eV, $\theta=60^\circ$ and $d=0.5$ nm, so $E_g=6$ eV. At midgap $4\sinh^2(\kappa d/2)=9/4$, hence $\sinh(\kappa d/2)=3/4$, $\cosh(\kappa d/2)=5/4$ and $e^{\kappa d/2}=2$. Thus $\kappa d=2\ln2$, $\kappa=2.77$ nm$^{-1}$, and
\begin{equation}
\lambda=-0.125+0.217i,\qquad 1/\lambda^*=-2.000+3.464i .
\end{equation}
The moduli are $1/4$ and 4; both phases are $120^\circ$.

At $E=4$ eV, inside the upper band, (\ref{band}) gives $\cos q=(16-9-8)/8=-1/8$, so $q=\pm97.2^\circ$. Subtracting $\theta$ gives $kd=37.2^\circ$ and $-157.2^\circ$. Both factors have unit modulus, but they are not conjugates, as part (d) allows.

\section*{(h) The tunnelling mass}

\textit{Relate $\kappa(E)$ to the band-edge mass and see whether one mass serves the whole gap.}

\textbf{Solution.} Near the edge put $q=\pi+pd$ in (\ref{band}) and use $\cos q\simeq-1+p^2d^2/2$:
\begin{equation}
E^2\simeq\frac{E_g^2}{4}+|t_1|t_2\,p^2d^2,\qquad
E\simeq E_c+\frac{|t_1|t_2d^2}{E_g}\,p^2 .
\end{equation}
Equating the last coefficient to $\hbar^2/(2m_{\rm edge})$ gives
\begin{equation}
m_{\rm edge}=\frac{\hbar^2E_g}{2|t_1|t_2d^2}.
\end{equation}
With $\hbar^2/m_0=0.0762$ eV\,nm$^2$, where $m_0$ is the free-electron mass, this is $0.0762\times6/(2\times4\times0.25)=0.229\,m_0$.

For small $\kappa d$, $4\sinh^2(\kappa d/2)\simeq\kappa^2d^2$, and (\ref{kappa}) becomes the two-band law
\begin{equation}
\frac{\hbar^2\kappa^2}{2m_{\rm edge}}\simeq\frac{(E_c-E)(E-E_v)}{E_g}.
\label{franz}
\end{equation}
As $E\to E_c$ the right side tends to $E_c-E$: the decay is governed by the band-edge mass, because $p$ has been continued to $i\kappa$ in the same function.

A one-band description instead defines $m_1(E)=\hbar^2\kappa^2/[2(E_c-E)]$. Equation (\ref{kappa}) gives
\begin{center}
\begin{tabular}{rccc}
$E$ (eV) & $|\lambda|$ & $\kappa$ (nm$^{-1}$) & $m_1/m_0$\\
$-2.0$ & 0.344 & 2.13 & 0.035\\
$0.0$ & 0.250 & 2.77 & 0.098\\
$2.0$ & 0.344 & 2.13 & 0.173\\
$2.9$ & 0.683 & 0.76 & 0.222
\end{tabular}
\end{center}
Here $|\lambda|$ refers to the decaying wave. In this model $\kappa$ is symmetric about midgap, while $m_1$ is not, since it measures depth from $E_c$ alone. By (\ref{franz}), $m_1/m_{\rm edge}\simeq(E-E_v)/E_g$, which is one half at midgap. The value $0.098\,m_0$ lies below half of $0.229\,m_0$ because $\kappa d$ is not small there. No single $m_1$ describes the whole gap of this model. The parameters are round values not fitted to a material, and the model has one complex band with equal electron and hole masses; a real oxide can have several complex bands, unequal masses, or no periodicity at all.

The two-band law gives $\kappa=3.00$ nm$^{-1}$ at midgap, 8.2\% above the lattice value. The sign follows from $\sinh x>x$ for $x>0$: replacing $2\sinh(\kappa d/2)$ by $\kappa d$ overestimates $\kappa$.

\section*{(i) Current through a film}

\textit{Evaluate the pair current at midgap and its scaling with thickness.}

\textbf{Solution.} With $\lambda=-e^{-i\theta}/4$ and $\mu=-4e^{-i\theta}$, the first row of $Q\varphi=0$, divided by the factor, reads $3\varphi_1-6e^{i\theta}\varphi_2=0$ for $\lambda$ and $3\chi_1+\tfrac32e^{i\theta}\chi_2=0$ for $\mu$, in eV. The normalized vectors are
\begin{equation}
\varphi=\frac1{\sqrt5}\begin{pmatrix}2e^{i\theta}\\1\end{pmatrix},\qquad
\chi=\frac1{\sqrt5}\begin{pmatrix}-e^{i\theta}\\2\end{pmatrix}.
\end{equation}
Then $\varphi^\dagger H_1\chi=-\tfrac25e^{i\theta}$ eV and $\varphi^\dagger H_1^\dagger\chi=\tfrac85e^{-i\theta}$ eV, so (\ref{pair}) gives $W=\tfrac85+\tfrac25=2$ eV. For $|a|=1$ and $|b|=0.01$ the current is largest when $a^*b=-0.01i$:
\begin{equation}
J=\frac{2\times0.01\times2\ \mathrm{eV}}{\hbar}=6.08\times10^{13}\ \mathrm{s^{-1}} .
\end{equation}
If $a^*b$ is real, the same two waves carry no current.

In a film of $N$ layers the growing wave arises by reflection at the far interface. If matching there makes the two waves comparable, $|b||\lambda|^{-N}\sim|a||\lambda|^N$, so $|b|\sim|a||\lambda|^{2N}$ and the current scales as $|\lambda|^{2N}=e^{-2\kappa Nd}$, the root being simple; a defective root multiplies this by a power of $N$. For four layers, or 2 nm, this factor is $(1/4)^8=1.5\times10^{-5}$ at midgap. The prefactor depends on the electrodes and interfaces, so this is not a transmission probability. The exponent $2\kappa Nd$ is 11.1 with the lattice $\kappa$ and 12.0 with the two-band law; an error in $\kappa$ is multiplied by the thickness before it is exponentiated.

All numerical values are calculated from the stated model.
